# Mean and Variance of the Bloch Spectral Function in a Binary Alloy

**Q:** An alloy has no crystal momentum. What do you mean by its spectral function at a wavevector?

**A:** The parent lattice still has Bloch states, and one can ask how such a state is distributed over the alloy's energies. Take $N$ sites on a periodic lattice, one orbital $|i\rangle$ per site. Atom A has site energy $D$ and atom B has site energy zero. With $n_i=1$ for A and $n_i=0$ for B,

$$H=D\sum_i n_i|i\rangle\langle i|+T .$$

The hopping $T$ is Hermitian, has no diagonal elements, and depends on the separation of two sites but not on their occupants. Each site holds A with probability $x$, independently of the others. The normalized Bloch state is

$$|k\rangle=\frac1{\sqrt N}\sum_i e^{ik\cdot R_i}|i\rangle ,\qquad T|k\rangle=e_k|k\rangle .$$

The second relation holds because $T$ is translationally invariant. If $H|n\rangle=E_n|n\rangle$ in one configuration, then

$$A(k,E)=\overline{\sum_n|\langle k|n\rangle|^2\,\delta(E-E_n)},$$

where the bar averages over configurations. This is a probability distribution in energy: it is non-negative, and its integral is $\overline{\langle k|k\rangle}=1$.

**Q:** To find its mean you would need the eigenstates of a disordered solid, and you do not have them.

**A:** The moments do not require them. Integrate $E^m$ against the delta functions and use completeness of the eigenstates:

$$\int E^mA(k,E)\,dE=\overline{\sum_n\langle k|n\rangle E_n^m\langle n|k\rangle}=\overline{\langle k|H^m|k\rangle}.$$

Now separate the average crystal from the fluctuation,

$$H=H_v+V,\qquad H_v=xD+T,\qquad V_i=D(n_i-x).$$

$H_v$ is the virtual crystal, in which every site carries the energy $xD$. The Bloch state is its eigenstate, with energy $E_k=xD+e_k$. Since $\overline{n_i}=x$, we have $\overline{V_i}=0$, and

$$\overline{\langle k|H|k\rangle}=E_k+\frac1N\sum_i\overline{V_i}=E_k .$$

The mean is the virtual-crystal energy, however large $D$ is.

**Q:** The second moment contains $H^2$. Hopping then mixes with disorder, so the spread should depend on $k$.

**A:** Measure energy from $E_k$ before squaring. Since $(H_v-E_k)|k\rangle=0$,

$$(H-E_k)|k\rangle=V|k\rangle .$$

$H-E_k$ is Hermitian, so one factor acts to the left and the other to the right:

$$\sigma^2=\overline{\langle k|(H-E_k)^2|k\rangle}=\overline{\langle k|V^2|k\rangle}=\frac1N\sum_i\overline{V_i^2}.$$

The phases have gone because $V^2$ is diagonal in the sites and $|\langle i|k\rangle|^2=1/N$. A site has $V_i=D(1-x)$ with probability $x$ and $V_i=-Dx$ with probability $1-x$. Therefore

$$\overline{V_i^2}=x(1-x)^2D^2+(1-x)x^2D^2=x(1-x)D^2,$$

because the common factor $x(1-x)D^2$ multiplies $(1-x)+x=1$. Thus

$$\boxed{\sigma^2=x(1-x)D^2}$$

at every wavevector of this model. No expansion in $D$ was made.

**Q:** I would like to see that survive strong disorder.

**A:** Take a ring of eight sites with $x=0.3$, $D=2$ eV, and hopping amplitudes $-1$ eV to first and $-0.3$ eV to second neighbours. All 256 configurations were diagonalized and weighted by their probabilities. The variance computed from eigenvalues and overlaps is 0.840000 eV² at all eight wavevectors, and the formula gives $0.3\times0.7\times4=0.84$ eV².

The limit of no hopping is also instructive. Then

$$A=(1-x)\,\delta(E)+x\,\delta(E-D).$$

Its mean is $xD$ and its variance is $xD^2-x^2D^2=x(1-x)D^2$, yet no state lies at the mean. The virtual-crystal energy is the centre of gravity of the distribution and need not be the position of a peak.

**Q:** You assumed independent occupations, but I cannot find where you used it.

**A:** It was not used for these two moments. They need the probability $x$ on each site and nothing about pairs. For one configuration of composition $c=N^{-1}\sum_i n_i$, the mean is $E_k+D(c-x)$. The second moment about $E_k$ is

$$D^2\left[c(1-x)^2+(1-c)x^2\right]=D^2(c-2cx+x^2).$$

Subtracting the squared shift of the mean, $D^2(c^2-2cx+x^2)$, leaves $D^2c(1-c)$. Each configuration has this variance about its own mean. In the full average one adds the variance of the means:

$$D^2\left[\overline{c(1-c)}+\overline{(c-x)^2}\right]=D^2\left[\bar c-\overline{c^2}+\overline{c^2}-x^2\right]=x(1-x)D^2,$$

with $\bar c=x$. This holds for any $N$ and any correlation. A small supercell of the right composition therefore has the right variance, and agreement in this number is no evidence that its spectrum has converged.

**Q:** Then a perfectly ordered compound would have the same variance as a random alloy. That sounds wrong for a quantity that describes disorder.

**A:** It is true, and it shows what the variance does not describe. Let A and B alternate on a simple-cubic lattice with nearest-neighbour hopping, so $x=1/2$. Then $V_i=\pm D/2$ alternates in sign and couples $|k\rangle$ to a single other state, $|k+Q\rangle$, where $Q$ is the wavevector of the alternation. Every nearest-neighbour phase changes sign, so $e_{k+Q}=-e_k$. Measured from $D/2$, the Hamiltonian of the pair is

$$\begin{pmatrix}e_k&D/2\\D/2&-e_k\end{pmatrix},\qquad E=\pm W,\qquad W=\sqrt{e_k^2+D^2/4}.$$

The weights of $|k\rangle$ on the two levels are $p_\pm=\tfrac12(1\pm e_k/W)$, which sum to one and give the required mean $W(p_+-p_-)=e_k$. The variance is $W^2-e_k^2=D^2/4$, exactly $x(1-x)D^2$ at $x=1/2$. Both lines are perfectly sharp. The variance records how strongly the site energies scatter the Bloch state, whether or not that scattering is random.

**Q:** Do correlations leave any mark on the moments?

**A:** They first enter the third. Let one factor $H-E_k$ act on each side:

$$\mu_3=\overline{\langle k|V(H-E_k)V|k\rangle}=\overline{\langle k|V^3|k\rangle}+\overline{\langle k|VTV|k\rangle}-e_k\sigma^2,$$

where $H-E_k=V+T-e_k$. The first term is site-diagonal:

$$\overline{V_i^3}=x(1-x)^3D^3-(1-x)x^3D^3=x(1-x)(1-2x)D^3,$$

since $(1-x)^2-x^2=1-2x$. The second contains $\overline{V_iV_j}$ with $i\ne j$, because $T$ has no diagonal. For independent sites it vanishes, leaving

$$\mu_3=x(1-x)D^2\left[(1-2x)D-e_k\right].$$

For correlated sites with a translationally invariant covariance $C(R)=\overline{n_0n_R}-x^2$ and real hopping $T(R)$, both even in $R$, one adds $D^2\sum_{R\ne0}C(R)T(R)\cos(k\cdot R)$.

In the independent ring, $\mu_3$ runs from $-0.5159$ to $2.8560$ eV³ over $k$, although the variance is constant. A clustered ensemble on the same ring, with $x=0.4191$ and nearest-neighbour covariance 0.1319, again has one variance at all $k$, 0.973846 eV². Its third moment differs from the independent-site formula at the same $x$ by up to 1.2332 eV³.

**Q:** Give me numbers for something resembling a chip material. I expect $\sigma$ to be the width of the band in the plot.

**A:** Take a simple-cubic lattice with nearest-neighbour hopping $-t$, $t=1$ eV, so that $e_k=-2t(\cos k_xa+\cos k_ya+\cos k_za)$. With $x=0.3$ and $D=0.6$ eV, the parameters are in the rough regime of Si$_{0.7}$Ge$_{0.3}$: the bandwidth of 12 eV is roughly the valence-band width. Then

$$\sigma^2=0.3\times0.7\times(0.6)^2=0.0756\ \mathrm{eV}^2,$$

and $\sigma=0.275$ eV, or 275 meV. The mean site energy is 0.18 eV.

The peak width is another quantity. For independent sites, the squared coupling to any other Bloch state $q$ is

$$\overline{|\langle q|V|k\rangle|^2}=\frac1{N^2}\sum_i\overline{V_i^2}=\frac{\sigma^2}{N},$$

because terms from different sites average to zero. For weak disorder, Fermi's golden rule gives the rate at which probability leaves $|k\rangle$:

$$\frac1{\tau}=\frac{2\pi}{\hbar}\sum_q\frac{\sigma^2}{N}\,\delta(e_k-e_q)=\frac{2\pi}{\hbar}\sigma^2\rho(e_k),$$

where $\rho(e)=N^{-1}\sum_q\delta(e-e_q)$ is the density of states per site. The amplitude decays at half this rate, and the Fourier transform of $e^{-|s|/2\tau}$ in the time $s$ is a Lorentzian of full width at half maximum

$$\Gamma=\hbar/\tau=2\pi\sigma^2\rho(e_k).$$

At mid-band, $ka=(\pi/2)(1,1,1)$, $e_k=0$ and $\rho=0.1430$ per eV per site, from a count of levels within 0.1 eV of $e_k$; the finite bin and wavevector grid leave an error of about 0.0004. Hence $\Gamma=2\pi\times0.0756\times0.1430=0.0679$ eV, or 68 meV. That is about a quarter of $\sigma$. A Gaussian of standard deviation 275 meV would have a full width of $2.355\times275=648$ meV, nearly ten times the actual scale.

**Q:** The golden rule is an approximation. Did anything independent confirm it?

**A:** The averaged amplitude $C(s)=\overline{\langle k|e^{-iHs/\hbar}|k\rangle}$ was computed for three random configurations of a $48^3$ lattice, without the golden rule. A fit to its decay between 5.3 and 13.2 fs gives $\Gamma=67$ meV at mid-band, corresponding to a lifetime of 9.8 fs.

At $ka=(\pi/4)(1,1,1)$, where $e_k=-4.24$ eV and $\rho=0.0436$ per eV per site (the binned count, about 0.0002 too high, which is 0.1 meV in the width), the golden rule gives 20.7 meV and the fitted decay 18.0 meV. The latter is 13% below the golden-rule value. Its lifetime, 36.5 fs, exceeds the fit window, so this width is inferred from the initial part of the exponential. Widths fitted to single configurations scatter by about 1 meV at mid-band and about half that at the lower wavevector, so the last digit of 18.0 meV is not significant. The simulated variance is 0.0756 eV² at both wavevectors, while the widths differ by a factor of 3.7.

A likely source of the 13% is the next power of $D$. Repeated scattering from one site adds $\overline{V_i^3}\,G_0^2$ to the complex energy shift, where $G_0=g-i\pi\rho$ is the site-diagonal Green function of the virtual crystal and $g$ is the principal value of $N^{-1}\sum_q(e_k-e_q)^{-1}$. Since $\Gamma$ is minus twice the imaginary part of the shift, and $\mathrm{Im}\,G_0^2=-2\pi\rho g$, the golden-rule width is multiplied by

$$1+2(1-2x)Dg .$$

At mid-band $g=0$ by the symmetry of the levels. Near the lower edge most levels lie above $e_k$, which favours a negative $g$ and a narrower peak. Evaluating the principal value numerically at $e_k=-4.24$ eV gives $g\approx-0.277$ eV$^{-1}$. The factor is then $1-2\times0.4\times0.6\times0.277=0.867$, and the corrected width is 17.9 meV. This term accounts for the discrepancy to within the scatter between configurations.

**Q:** If the peak is that narrow, where is the variance?

**A:** It is spread over the band, in a weak background. To first order in $V$, an alloy state that derives from $|q\rangle$ contains $|k\rangle$ with amplitude $\langle k|V|q\rangle/(E_q-E_k)$. Away from the peak, this gives

$$A(k,E)\simeq\sum_q\frac{\sigma^2}{N}\frac{\delta(E-E_q)}{(E-E_k)^2}=\frac{\sigma^2\rho(E-xD)}{(E-E_k)^2}.$$

The variance weights this by $(E-E_k)^2$, which cancels the denominator. The contribution per unit energy is then $\sigma^2\rho(E-xD)$, and since $\rho$ integrates to one, the whole band supplies $\sigma^2$.

To leading order, the share of the variance from beyond 1 eV of $E_k$ is therefore the fraction of virtual-crystal levels lying that far away. This predicts 0.714 at mid-band and 0.912 at the lower wavevector. The simulated shares are 0.732 and 0.923. They come from a spectrum reconstructed at finite energy resolution, which matters little for a cut at 1 eV. The small differences may contain both that resolution and higher orders in $D$; the two were not separated.

This has a practical consequence for unfolded supercell bands. In this example, an energy window of $\pm1$ eV around the mid-band peak misses about 73% of the variance. A second moment taken from a truncated plot cannot be used to extract $D$ through the boxed formula.

**Q:** Is there a measurement, at least in principle, that sees $\sigma$ directly?

**A:** The earliest decay of the averaged amplitude does. Expand the exponential and take out the phase of the mean energy:

$$C(s)=e^{-iE_ks/\hbar}\left[1-\frac{\sigma^2s^2}{2\hbar^2}+\frac{i\mu_3s^3}{6\hbar^3}+O(s^4)\right].$$

There is no linear term because the mean deviation is zero. The cubic term is imaginary, so it does not affect the modulus at third order, and

$$|C(s)|^2=1-\frac{\sigma^2s^2}{\hbar^2}+O(s^4).$$

At $s=0.0329$ fs, the simulated loss $1-|C|^2$ is 0.9993 times $\sigma^2s^2/\hbar^2$ at mid-band and 0.9951 times it at the lower wavevector. Single configurations scatter by about 0.002 in this ratio through their composition; the $s^4$ term of the ensemble average gives 0.9987 and 0.9945. At such short times the state cannot yet distinguish which final energies are available. Later, energy conservation selects the states near $E_k$; the density of states enters and the two wavevectors part.

The third moment shows the asymmetry of the background. It is $0.0756\times0.24=0.0181$ eV³ at mid-band, but $0.0756\times(0.24+4.2426)=0.3389$ eV³ near the lower edge, where most of the levels that receive weight lie above the peak. The simulation gives the same values to the digits shown.

**Q:** Real atoms change the hopping as well. Does the result survive?

**A:** The mean can survive, but the constant variance does not. Put $d_i=n_i-x$ and let the nearest-neighbour matrix element be $-[t+\tau(d_i+d_j)/2]$. Here $\tau$ is the A–A minus the B–B hopping magnitude. The added terms average to zero, so the mean is still $E_k$. Acting on $|k\rangle$, the total fluctuation has at site $i$ the amplitude $e^{ik\cdot R_i}/\sqrt N$ times

$$\left(D-\frac{\tau g_k}{2}\right)d_i-\frac{\tau}{2}\sum_\delta d_{i+\delta}\,e^{ik\cdot\delta},\qquad g_k=\sum_\delta e^{ik\cdot\delta},$$

where $\delta$ runs over the $z$ neighbours. For independent sites, different $d$'s do not interfere and $\overline{d_i^2}=x(1-x)$. Squaring and averaging gives

$$\sigma_k^2=x(1-x)\left[\left(D-\frac{\tau g_k}{2}\right)^2+\frac{z\tau^2}{4}\right].$$

Independence is now needed for the variance too.

For a rough size, take a 4% bond-length mismatch and hopping proportional to the inverse square of the length: $\tau=(1.04^{-2}-1)t=-0.0754$ eV. At the zone centre $g_k=6$, and

$$\sigma_k^2=0.21\left[(0.6+0.226)^2+0.0085\right]\approx0.145\ \mathrm{eV}^2 .$$

At the zone corner $g_k=-6$, and the value is 0.031 eV². At the mid-band wavevector it is 0.077 eV². A hopping change of under 8% nearly doubles the variance at one end of the band and more than halves it at the other, because six neighbours act coherently with the site term. Reversing the sign of $D$ exchanges the two ends.

**Q:** And a real semiconductor has several orbitals and more than one atom per cell.

**A:** Let the virtual-crystal eigenstate have weight $|u_a|^2$ on orbital $a$ of the cell, and let the disorder shift that orbital by $D_a(n_i-x)$ without mixing orbitals. The same norm calculation gives

$$\sigma_{k}^2=x(1-x)\sum_a|u_a|^2D_a^2 .$$

The variance is constant if all $D_a^2$ are equal. If one sublattice alone is disordered, as in an alloy with a common anion, and all its orbitals have the same shift $D$, the variance is $x(1-x)D^2$ times the state's weight there. In a two-sublattice chain with $x=0.3$ and $D=2$ eV, a state of weight 0.3143 has a variance of 0.2640 eV², in agreement with $0.3143\times0.84$.

**Q:** So how far may I carry the 275 meV over to silicon–germanium?

**A:** As an estimate of site-energy scattering strength, not as a prediction for a band in a device. Silicon–germanium has a diamond lattice, four neighbours per atom, and $s$ and $p$ orbitals with different site-energy separations; $D=0.6$ eV is a single rough stand-in. Fixed hopping is also a poor assumption: the estimate above moves $\sigma^2$ from 0.0756 eV² to between 0.031 and 0.145 eV², depending on wavevector. It ignores the detailed relaxation of individual bonds and is not a bound. Spin–orbit coupling is also absent.

Atomic vibrations add a smaller amount. Treat each bond as an independent oscillator of rough quantum 50 meV, with a reduced mass of half the composition-averaged atomic mass. At 300 K its rms length fluctuation is 0.0052 nm. For a rough bond length of 0.237 nm, the inverse-square law gives a hopping fluctuation $w=2t\times0.00519/0.237=0.0438$ eV. Independent bonds add their squares at each site, so the six bonds of the cubic model contribute $6w^2=0.0115$ eV², or 15% of the alloy value. Most of this is not thermal: the mean square length fluctuation is its zero-point value times $\coth(\hbar\omega/2k_BT)=1.34$, where $\hbar\omega$ is the 50 meV quantum, so about three quarters of it remains at zero temperature. Vibrations are treated here as frozen during the electron's motion, and correlations between bonds are left out.

Nor should the 18 meV width be assigned to carriers in a transistor. It belongs to a state 1.76 eV above the lower edge of the model band, whereas $k_BT$ at 300 K is 26 meV. Nondegenerate carriers occupy states within a few $k_BT$ of a band edge, where the density of states of this three-dimensional model tends to zero and the golden-rule width falls with it. The variance stays at 0.0756 eV² there, which is why it cannot stand in for a scattering rate. The vanishing width holds for unconfined states only. Carriers confined in a transistor channel occupy two-dimensional subbands, whose density of states is finite at the edge: in this model a slab of ten layers keeps a golden-rule width of about 5 meV at the edge of its lowest subband, against about 2 meV at $k_BT$ above the bulk edge. The remaining digits are in the numerical output below.

## Computed values

```
Ring test: x = 0.3, D = 2.0 eV, t1 = 1.0 eV, t2 = 0.3 eV
Ring variance, min and max over k: 0.840000, 0.840000 eV^2
Ring third moment, min and max: -0.5159, 2.8560 eV^3
Clustered ring: x = 0.4191, neighbour covariance = 0.1319
Clustered variance, min and max: 0.973846, 0.973846 eV^2
Largest third-moment change by clustering: 1.2332 eV^3
Two-sublattice state: disordered weight = 0.3143, variance = 0.2640 eV^2
Example: x = 0.3, D = 0.6 eV, t = 1.0 eV, bandwidth = 12.0 eV
Lattice: 48^3 sites, 3 configurations
Mean site energy x*D = 0.180 eV
Variance x(1-x)D^2 = 0.0756 eV^2
Standard deviation = 0.2750 eV = 275.0 meV
[mid-band] k*a = 0.50 pi (1,1,1), e_k = -0.0000 eV
  virtual-crystal energy = 0.1800 eV, simulated mean = 0.1802 eV
  simulated variance = 0.0756 eV^2
  third moment: formula 0.0181, simulated 0.0181 eV^3
  density of states = 0.1430 per eV per site
  FWHM: golden rule 67.9, simulated 67.1 meV
  lifetime hbar/FWHM (simulated) = 9.8 fs
  early decay / (variance*t^2/hbar^2) = 0.9993
  variance share beyond 1.0 eV: simulated 0.732, weak-disorder 0.714
[near edge] k*a = 0.25 pi (1,1,1), e_k = -4.2426 eV
  virtual-crystal energy = -4.0626 eV, simulated mean = -4.0625 eV
  simulated variance = 0.0756 eV^2
  third moment: formula 0.3389, simulated 0.3389 eV^3
  density of states = 0.0436 per eV per site
  FWHM: golden rule 20.7, simulated 18.0 meV
  lifetime hbar/FWHM (simulated) = 36.5 fs
  early decay / (variance*t^2/hbar^2) = 0.9951
  variance share beyond 1.0 eV: simulated 0.923, weak-disorder 0.912
Decay fit window = 5.3 to 13.2 fs; early time = 0.0329 fs
Rough bond mismatch = 4 %, tau = -0.0754 eV
Variance with hopping disorder, zone centre = 0.1452 eV^2
Variance with hopping disorder, mid-band k = 0.0774 eV^2
Variance with hopping disorder, zone corner = 0.0311 eV^2
Rough bond quantum = 50 meV, bond length = 0.237 nm
Thermal bond rms at 300 K = 0.00519 nm, hopping rms = 0.0438 eV
Variance added by thermal bonds = 0.0115 eV^2 (15.3 % of alloy value)
Thermal energy kT at 300 K = 25.85 meV
```
